# Why symmetric exchange suppresses detuning noise but leaves barrier noise

**Question.** Two electron spins in neighbouring silicon quantum dots under an oxide are coupled by an exchange energy $J$, which gate voltages switch on and off. Charge noise shifts the dot energies and the barrier between them, and so disturbs $J$. Why does a gate operated near equal dot energies lose its first-order sensitivity to detuning noise, and how large are the errors that remain?

**Answer.**

## The mechanism is a mirror

Let $\varepsilon$ be the energy of the right dot minus that of the left, and $J=E_T-E_S$ the lowest triplet energy minus the lowest singlet energy. The detuning enters the Hamiltonian as $H(\varepsilon)=H_0+\varepsilon D$, where $D$ raises the right dot by one half and lowers the left dot by one half. Suppose that a mirror operation $P$, which exchanges the dots, leaves $H_0$ unchanged. It reverses $D$, so

$$P\,H(\varepsilon)\,P=H(-\varepsilon).$$

The two Hamiltonians have the same spectrum. Since $P$ does not act on spin, this holds separately for singlets and triplets, and therefore $J(\varepsilon)=J(-\varepsilon)$. If the lowest level of each kind does not cross another at $\varepsilon=0$, $J$ is smooth there and its slope vanishes. The argument needs no particular model of the repulsion.

A change of barrier height is itself mirror-symmetric. The mirror maps it onto itself, not onto its negative, so nothing forces the first-order response of $J$ to vanish.

What guarantees a vanishing slope at $\varepsilon=0$ is mirror symmetry, which is more than equal dot energies. Dots of different size can be tuned to equal energies and still have a slope there, as shown below.

## Exchange as a function of detuning

Take one orbital per dot, tunnel coupling $t$, and repulsion $U$, meaning the on-site minus the inter-dot value. Atomic units are used in the algebra. Energies are measured from the state with one electron in each dot.

A triplet cannot put both electrons into one orbital, so it stays at zero. The singlet $(|L{\uparrow}R{\downarrow}\rangle-|L{\downarrow}R{\uparrow}\rangle)/\sqrt2$ couples to both doubly occupied states. Its two terms each contribute $t/\sqrt2$, which add to $\sqrt2\,t$ with a suitable choice of basis signs. Double occupation costs $U-\varepsilon$ on the left and $U+\varepsilon$ on the right.

Let the amplitudes be $c_0,c_L,c_R$ and the singlet energy $-J$. The eigenvalue equations are

$$\sqrt2\,t\,(c_L+c_R)=-Jc_0,\qquad \sqrt2\,t\,c_0+(U\mp\varepsilon)c_{L,R}=-Jc_{L,R}.$$

The second gives $c_{L,R}=-\sqrt2\,t\,c_0/(U+J\mp\varepsilon)$. Inserted into the first, it yields

$$J=\frac{2t^2}{U+J-\varepsilon}+\frac{2t^2}{U+J+\varepsilon}.$$

Detuning makes one virtual hop cheaper and the other dearer, and at $\varepsilon=0$ the two first-order changes cancel. With $Y=U+J$ the equation becomes $J(Y^2-\varepsilon^2)=4t^2Y$. At zero detuning,

$$J_0(U+J_0)=4t^2,\qquad J_0=\tfrac12\left(\sqrt{U^2+16t^2}-U\right).$$

For the curvature, differentiate with respect to $x=\varepsilon^2$ at fixed $t$:

$$\frac{dJ}{dx}\left(Y^2-x+2JY-4t^2\right)=J.$$

At $x=0$, $4t^2=JY$, so the bracket is $Y(Y+J)$. Hence

$$J\simeq J_0\left(1+\frac{\varepsilon^2}{W^2}\right),\qquad W^2=(U+J_0)(U+2J_0),$$

for $|\varepsilon|\ll W$. Away from symmetry, $dJ/d\varepsilon=2\varepsilon\,dJ/dx$ gives

$$\frac{d\ln J}{d\varepsilon}=\frac{2\varepsilon}{Y^2-\varepsilon^2+2JY-4t^2}\simeq\frac{2\varepsilon}{U^2-\varepsilon^2},$$

where the last form needs $J$ and $t$ small compared with $U-|\varepsilon|$.

## The response to the barrier

Differentiating $J_0^2+UJ_0=4t^2$ gives $(U+2J_0)\,dJ_0=8t\,dt$. Multiplying by $t/J_0$ and using $4t^2=J_0(U+J_0)$,

$$\frac{d\ln J_0}{d\ln t}=\frac{2(U+J_0)}{U+2J_0}.$$

This is 2 for weak tunnelling and falls to 1 when $t\gg U$, where $J_0\simeq2t$. It does not vanish in either limit.

To connect $t$ with the barrier, take two wells of width $a$ with hard outer walls, separated by a barrier of width $w$ and height $V$. Let $m$ be the effective mass, $E=k^2/2m$ and $\kappa^2=2m(V-E)$. At the edge of the barrier the even and odd states obey

$$k\cot ka=-\kappa\tanh\frac{\kappa w}{2},\qquad k\cot ka=-\kappa\coth\frac{\kappa w}{2}.$$

For a thick barrier the hyperbolic functions are $1\mp2e^{-\kappa w}$. With $F(E)=k\cot ka+\kappa$, the conditions read $F=\pm2\kappa e^{-\kappa w}$, and $F=0$ is the isolated well. There $\cot ka=-\kappa/k$ and $1/\sin^2ka=1+\kappa^2/k^2$. Using $dk/dE=m/k$ and $d\kappa/dE=-m/\kappa$,

$$F'(E)=\frac mk\left[-\frac{\kappa}{k}-\frac{a(k^2+\kappa^2)}{k}\right]-\frac m\kappa
=-\frac{m(k^2+\kappa^2)(1+\kappa a)}{k^2\kappa}.$$

The even level lies below the isolated level by $t=2\kappa e^{-\kappa w}/|F'|$, and the odd one above it by the same amount:

$$t=\frac{2\kappa^2k^2e^{-\kappa w}}{m(k^2+\kappa^2)(1+\kappa a)}
=\frac{4E(V-E)}{V}\,\frac{e^{-\kappa w}}{1+\kappa a}.$$

Raising the barrier also lifts the level. From $F(E,V)=0$ and $\partial F/\partial V=m/\kappa$,

$$p\equiv\frac{dE}{dV}=\frac{m/\kappa}{|F'|}=\frac{E/V}{1+\kappa a}.$$

Thus $d\kappa/dV=m(1-p)/\kappa$ and $dk/dV=mp/k$. Taking the logarithm of the first form of $t$, with $k^2+\kappa^2=2mV$,

$$\frac{d\ln t}{dV}=\frac{m(1-p)}{\kappa}\left[\frac2\kappa-w-\frac{a}{1+\kappa a}\right]+\frac pE-\frac1V.$$

## From noise to gate error

Let $\delta\varepsilon$ and $\delta V$ be Gaussian shifts of zero mean, with standard deviations $\sigma_\varepsilon$ and $\sigma_b$, frozen during one gate. To leading order in each noise,

$$\frac{\delta J}{J_0}=\frac{d\ln J_0}{dV}\,\delta V+\frac{\delta\varepsilon^2}{W^2}.$$

The mean of the quadratic term, $\sigma_\varepsilon^2/W^2$, can be removed by calibration. Its variance follows from $\langle\delta\varepsilon^4\rangle-\langle\delta\varepsilon^2\rangle^2=3\sigma_\varepsilon^4-\sigma_\varepsilon^4$. Therefore

$$\frac{\mathrm{Var}(J)}{J_0^2}=s^2+\frac{2\sigma_\varepsilon^4}{W^4},\qquad s=\left|\frac{d\ln J_0}{dV}\right|\sigma_b.$$

One charged defect may move both quantities, but the cross term $\langle\delta V\,\delta\varepsilon^2\rangle$ is a third moment and vanishes for joint Gaussian noise of zero mean.

If the bias misses the symmetric point by $\varepsilon_0$, then $(\varepsilon_0+\delta\varepsilon)^2$ contains the linear term $2\varepsilon_0\delta\varepsilon$, which adds $4\varepsilon_0^2\sigma_\varepsilon^2/W^4$. Correlated noises then also have a cross term proportional to $\varepsilon_0\langle\delta V\,\delta\varepsilon\rangle$.

Evolution for a time $\tau$ gives the singlet a phase $\varphi=J\tau$ relative to the triplets, and $\varphi=\pi$ is a SWAP. A phase error $\delta$ changes the overlap of a state with its intended result to $1-q+qe^{i\delta}$, where $q$ is its singlet probability. The squared modulus is $1-2q(1-q)(1-\cos\delta)$.

For random states of two spins, the four basis probabilities are uniformly distributed subject to their sum being one. The density of $q$ is then $3(1-q)^2$, so $\langle q\rangle=1/4$ and $\langle q^2\rangle=1/10$. The average infidelity is

$$1-F=0.3\,(1-\cos\delta)\simeq0.15\,\delta^2,\qquad
\langle1-F\rangle\simeq0.15\,\varphi^2\,\frac{\mathrm{Var}(J)}{J_0^2}.$$

The two noises also damp repeated exchange oscillations differently. Averaging the phase factor over each Gaussian gives the envelopes

$$A_b=e^{-s^2\varphi^2/2},\qquad
A_\varepsilon=\left|1-\frac{2i\varphi\sigma_\varepsilon^2}{W^2}\right|^{-1/2}
=\left(1+\frac{4\sigma_\varepsilon^4\varphi^2}{W^4}\right)^{-1/4}.$$

## The numbers for a silicon MOS double dot

The parameters are rough values typical of such devices: wells 30 nm wide, a barrier 25 nm wide and 6 meV high, mass $0.19\,m_e$, and $U=10$ meV. The noise amplitudes are $\sigma_\varepsilon=0.010$ meV and $\sigma_b=0.005$ meV. Both depend on where the charged defects sit.

The isolated level is $E=1.522$ meV and $\kappa=0.1494\ \mathrm{nm}^{-1}$, so $\kappa w=3.735$ and $\kappa a=4.48$. Then

$$t=\frac{4(1.522)(4.478)}{6}\,\frac{e^{-3.735}}{5.48}\ \mathrm{meV}\simeq0.0198\ \mathrm{meV}.$$

The splitting of the full double well gives the same value. The exchange is $J_0\simeq4t^2/U=1.56\times10^{-4}$ meV, or 37.8 MHz, and a SWAP takes 13.2 ns.

For the barrier response, $p=0.254/5.48=0.046$ and $m/\kappa=\kappa/[2(V-E)]=0.0167\ \mathrm{nm^{-1}\,meV^{-1}}$. The three terms of $d\ln t/dV$ are $-0.272$, $+0.030$ and $-0.167$, in all $-0.408\ \mathrm{meV}^{-1}$. Doubling this for $J$,

$$s=0.816\times0.005=4.1\times10^{-3},\qquad
\frac{\sqrt2\,\sigma_\varepsilon^2}{W^2}=\frac{\sqrt2\times10^{-4}}{100}=1.4\times10^{-6}.$$

The SWAP infidelities are $2.5\times10^{-5}$ from barrier noise and $3.0\times10^{-12}$ from quadratic detuning noise. The latter is so small that it is not the next correction in size: the neglected second-order barrier term is of order $s^2\sim10^{-5}$ in relative $J$.

Barrier noise reduces the oscillation envelope to $1/e$ after about 55 periods. The quadratic term alone would need $5.8\times10^5$ periods, about 15 ms. This figure measures its weakness and is no predicted lifetime, since noise need not stay frozen that long.

For comparison, tilt the dots to $\varepsilon=9.5$ meV and reduce $t$ to 0.0062 meV, so that $J$, the gate time and $\sigma_\varepsilon$ stay fixed. The slope is $1.95\ \mathrm{meV}^{-1}$, the relative error in $J$ is $1.9\times10^{-2}$, and detuning noise alone gives an infidelity of $5.6\times10^{-4}$. Symmetric operation lowers the detuning contribution by eight orders of magnitude. The charge-noise error at the symmetric point, now set by the barrier, is about 23 times smaller than the tilted detuning error. These tilted figures stretch the one-orbital model. The second level of each well lies only 4.0 meV above the first, less than $U$ and less than the tilt, and $t=0.0062$ meV would need a barrier of about 9 meV. In the two-electron model described below, with the 6 meV barrier, the slope at 9.5 meV is about $1.5\ \mathrm{meV}^{-1}$. The factor of 23 therefore indicates only the size of the gain.

The bias need not be set finely. At fixed $t$ and fixed $s$, the detuning contribution reaches the barrier contribution when $2\varepsilon\sigma_\varepsilon/(U^2-\varepsilon^2)=s$, which gives $\varepsilon=7.8$ meV in this one-orbital model. In the two-electron model described below, $J$ curves more strongly and the two contributions become equal nearer 4.5 meV. At the symmetric point itself, $\sigma_\varepsilon$ would have to be 0.54 meV for the quadratic error to equal the barrier error.

## When the dots are not mirror images

Let the repulsions be $U_L,U_R$ and the hopping amplitudes into the doubly occupied left and right dots $t_{LL},t_{RR}$. Define $\bar U=(U_L+U_R)/2$ and $\varepsilon'=\varepsilon-(U_L-U_R)/2$. The two energy costs become $\bar U\mp\varepsilon'$, and with $Y=\bar U+J$,

$$J=\frac{2t_{LL}^2}{Y-\varepsilon'}+\frac{2t_{RR}^2}{Y+\varepsilon'}.$$

At a stationary point $J$, and hence $Y$, does not change to first order. The derivatives of the two terms must then cancel: $t_{LL}(Y+\varepsilon')=t_{RR}(Y-\varepsilon')$. So

$$\varepsilon^*=\frac{U_L-U_R}{2}+Y\,\frac{t_{RR}-t_{LL}}{t_{RR}+t_{LL}}.$$

Substitution back gives $JY=(t_{LL}+t_{RR})^2$, which fixes $Y$. For $U_L=10$, $U_R=9$, $t_{LL}=0.50$ and $t_{RR}=0.55$ meV, the formula gives $\varepsilon^*=0.958$ meV, and direct minimization of $J$ agrees.

The first-order protection thus survives at a displaced point. In the main example, an error of 0.5 meV in locating it would add $2(0.5)(0.010)/100=10^{-4}$ to the relative error in $J$, still well below $s$.

## What a real device changes

The one-orbital model is weakest in the size of $J$. A calculation with two electrons on a one-dimensional grid, with softened Coulomb repulsion (relative permittivity 7.8, softening length 8 nm), the same wells and a grid step of 2 nm, gives $J\approx9\times10^{-6}$ meV, roughly 17 times smaller. The values quoted below are for this grid. A finer grid lowers $J$ by 5% (a factor of 18), and moves the ratio 1.134 to 1.137 and the barrier slope to $-0.65\ \mathrm{meV}^{-1}$. The softening matters more: lengths of 6 and 11 nm give $J=4.9\times10^{-6}$ and $1.8\times10^{-5}$ meV, with curvatures of 0.029 and $0.045\ \mathrm{meV}^{-2}$ and barrier slopes of $-0.63$ and $-0.68\ \mathrm{meV}^{-1}$.

The mirror argument holds there too: $J$ rises by the same factor, 1.134, at $+2$ and $-2$ meV. The curvature estimated from these points is $0.034\ \mathrm{meV}^{-2}$ instead of $0.010\ \mathrm{meV}^{-2}$, and the barrier slope is $-0.64\ \mathrm{meV}^{-1}$. The SWAP infidelities become $1.5\times10^{-5}$ and $3.3\times10^{-11}$. The absolute $J$ is therefore uncertain by more than a factor of ten, while the dominance of barrier noise is unchanged for these noise amplitudes.

Real dots also break the mirror symmetry. In the grid model with wells of 33 and 27 nm, equal one-electron levels require $\varepsilon=-0.51$ meV, and a parabola through nearby values puts the minimum of $J$ a further 0.56 meV away.

In silicon the valley phase can differ between the dots. A difference of 0.5 rad, with a valley splitting of 0.3 meV, lowers $J$ by 6% in the model, the factor being $\cos^2$ of half the phase difference. The 0.5 rad is an assumed value, and larger differences suppress $J$ much more. Thermal occupation of the upper valley is negligible at 0.1 K.

Unequal electron $g$ factors cause a further error. For a difference of $10^{-3}$ at 0.1 T, the Zeeman mismatch is 3.7% of $J_0$ and gives a plain SWAP pulse an infidelity of $5.5\times10^{-4}$. This exceeds the barrier-noise error by a factor of 22 and, if left uncorrected, would hide most of the gain over the tilted gate. With the smaller $J$ of the two-electron model, the same mismatch would be 63% of $J$ (67% on the finer grid), and a plain exchange pulse would no longer be close to a SWAP. The error is reproducible, so pulse design can address it.

The frozen-noise assumption is milder. For $1/f$ noise over a one-hour run, about 9% of the variance lies in the decade of frequency just below the gate rate, and slower noise changes little during one gate.

For symmetric dots with $\sigma_\varepsilon\ll W$ and the noise levels assumed here, setting the detuning bias more finely than about 1 meV therefore gains little if the two noises are uncorrelated: a 1 meV offset raises the variance of $J$ by less than 5% in both models. If they are fully correlated, the cross term changes it by $\pm10\%$ in the one-orbital model and by $+44\%$ or $-35\%$ in the two-electron model, according to the sign. The remaining charge-noise error falls as $\sigma_b^2$, and as the square of $d\ln J/dV$. The numerical output below lists the main values.

## Calculated quantities

```
well, barrier width: 30, 25 nm
barrier height V: 6.0 meV; mass 0.19 m_e
repulsion U: 10.0 meV
noise sigma_eps, sigma_b: 0.010, 0.005 meV
isolated-well level: 1.522 meV
barrier decay constant: 0.1494 1/nm
t from splitting: 0.01977 meV
t from formula: 0.01977 meV
d ln t/dV formula: -0.4082 1/meV
d ln t/dV numerical: -0.4082 1/meV
J at symmetry: 1.5630e-04 meV
J/h at symmetry: 37.79 MHz
SWAP time: 13.23 ns
curvature scale W: 10.0002 meV
d ln J/dV: -0.8164 1/meV
relative J error, barrier: 4.082e-03
relative J error, quadratic: 1.414e-06
SWAP infidelity, barrier: 2.467e-05
SWAP infidelity, quadratic: 2.961e-12
oscillations to 1/e, barrier: 55.1
oscillations to 1/e, quadratic: 5.826e+05
tilted gate detuning: 9.50 meV
tilted gate t for same J: 0.00617 meV
tilted d ln J/d eps: 1.9475 1/meV
tilted relative J error, detuning: 1.947e-02
tilted SWAP infidelity, detuning: 5.615e-04
detuning where both noises equal: 7.85 meV
sigma_eps where quadratic = barrier: 0.537 meV
correlated test, variance/sum: 1.0202
unequal dots: U_L, U_R = 10.0, 9.0 meV
unequal dots: t_LL, t_RR = 0.50, 0.55 meV
unequal dots: eps* formula 0.9578 meV
unequal dots: eps* numerical 0.9578 meV
grid: permittivity 7.8, softening 8 nm
grid J: 9.1547e-06 meV
grid J(+2 meV)/J(0): 1.134089
grid J(-2 meV)/J(0): 1.134089
grid curvature: 0.03352 1/meV^2
Hubbard curvature 1/W^2: 0.01000 1/meV^2
grid d ln J/dV: -0.6425 1/meV
grid SWAP infidelity, barrier: 1.528e-05
grid SWAP infidelity, quadratic: 3.327e-11
unequal wells: 33 and 27 nm
bias for equal levels: -0.5077 meV
parabolic sweet spot from there: -0.5606 meV
valley splitting 0.3 meV, phase gap 0.5 rad
J ratio with valley phase gap: 0.9388
field 0.1 T, g difference 1e-03
Zeeman difference / J: 0.0370
SWAP infidelity, Zeeman: 5.493e-04
double occupancy 4t^2/U^2: 1.563e-05
kT at 0.1 K: 0.00862 meV
upper-valley Boltzmann factor: 7.6e-16
1/f run time: 3600 s
1/f variance in decade below gate rate: 0.087
```
